# The erfc-screened enhancement factor of the Henderson-Janesko-Scuseria exchange hole, part 1

(Sections cited here and not found follow in the second part.)

## The form of the answer

A: Dimensions and symmetry fix the form of the result before any integral is done. We work in Hartree atomic units with a spin-unpolarized density $n(\mathbf r)$, and we want the exchange energy per electron, $\varepsilon_x^{SR}$, for the short-range interaction $\operatorname{erfc}(\omega u)/u$, where $u$ is the distance between two electrons and $\omega$ is an inverse length. A semilocal approximation of the generalized-gradient kind may use $n$, $\nabla n$ and $\omega$ at the point in question. Energy is a scalar under rotations, so the gradient enters only as $|\nabla n|$. In atomic units a Coulomb energy is an inverse length, and the density supplies one, the Fermi wave number $k_F=(3\pi^2n)^{1/3}$. From $n$, $|\nabla n|$ and $\omega$ two independent dimensionless numbers can be formed,

$$s=\frac{|\nabla n|}{2k_Fn},\qquad \nu=\frac{\omega}{k_F},$$

and therefore

$$\varepsilon_x^{SR}=-\frac{3k_F}{4\pi}\,F(s,\nu).$$

The prefactor is the exchange energy per electron of the uniform gas with the full Coulomb interaction. It serves as the unit and defines the enhancement factor $F$.

Q: The Bohr radius is also a length. Why can $F$ not depend on $k_F a_0$ separately, as correlation does?

A: Because exchange obeys an exact scaling law. For a determinant with spin density matrices $\gamma_\sigma$,

$$E_x^{SR}(\omega)=-\frac12\sum_\sigma\iint|\gamma_\sigma(\mathbf r,\mathbf r')|^2\,\frac{\operatorname{erfc}(\omega|\mathbf r-\mathbf r'|)}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

Shrink the system by a factor $g$, so that $\gamma_\sigma\to g^3\gamma_\sigma(g\mathbf r,g\mathbf r')$ and $n\to g^3n(g\mathbf r)$. Change variables to $g\mathbf r$ and $g\mathbf r'$. The square of $\gamma_\sigma$ gives $g^6$, the volume elements give $g^{-6}$, the factor $1/|\mathbf r-\mathbf r'|$ gives $g$, and the argument of erfc becomes $(\omega/g)$ times the new distance. The energy of the shrunk system at $\omega$ is $g$ times the energy of the original at $\omega/g$. Under this map $k_F\to gk_F$ and $s$ is unchanged, so $k_FF(s,\omega/k_F)$ scales correctly, and a separate dependence on $k_Fa_0$ would break the law.

Q: And a spin-polarized density?

A: The sum over $\sigma$ has no cross terms, so $E_x[n_\uparrow,n_\downarrow]=\frac12E_x[2n_\uparrow]+\frac12E_x[2n_\downarrow]$. Each spin is treated with the formulas below and $n\to2n_\sigma$. The replacement applies to $\nu$ as well as to $s$: both are built from $(6\pi^2n_\sigma)^{1/3}$.

## From the hole to the two basic integrals

Q: How does a hole determine $F$? I want to see where each numerical factor comes from.

A: Let $n_x(\mathbf r,u)$ be the exchange hole at distance $u$ from an electron at $\mathbf r$, averaged over directions. It holds a deficit of one electron, and the energy per electron is half the interaction of the electron with its hole, the half correcting for counting each pair twice:

$$\int_0^\infty4\pi u^2n_x\,du=-1,\qquad \varepsilon_x^{SR}=\frac12\int_0^\infty4\pi u^2\,n_x\,\frac{\operatorname{erfc}(\omega u)}{u}\,du .$$

By the scaling argument $n_x=nJ(s,y)$ with $y=k_Fu$. Since $n=k_F^3/(3\pi^2)$, the first integral has the prefactor $4\pi n/k_F^3=4/(3\pi)$, so

$$\int_0^\infty y^2J\,dy=-\frac{3\pi}{4}.\tag{1}$$

The second has the prefactor $2\pi n/k_F^2=2k_F/(3\pi)$, and $\omega u=\nu y$. Dividing by $-3k_F/(4\pi)$ gives $-(2/3\pi)(4\pi/3)=-8/9$:

$$F(s,\nu)=-\frac89\int_0^\infty y\,J(s,y)\operatorname{erfc}(\nu y)\,dy.\tag{2}$$

The hole is that of the unscreened system. Only the interaction through which it is weighted depends on $\omega$.

Q: What is $J$, and how much of it am I asked to accept?

A: The shape is a model and is an input. The Henderson-Janesko-Scuseria (HJS) form is

$$J=\left[-\frac{9}{4y^4}\left(1-e^{-Ay^2}\right)+\left(\frac{9A}{4y^2}+B+\bar Cy^2+\bar Ey^4\right)e^{-Dy^2}\right]e^{-\zeta y^2},$$

with $A=0.757211$, $B=-0.106364$, $C=-0.118649$, $D=0.609650$, a damping exponent $\zeta(s)=s^2H(s)\ge0$ that vanishes at $s=0$, and

$$\bar C=C-\frac{s^2}{27(1+s^2/4)}-\frac\zeta2 .$$

The coefficient $\bar E$ will be fixed by (1). With $\eta=A+\zeta$ and $\lambda=D+\zeta$ the outer Gaussian can be multiplied in:

$$J=-\frac{9}{4y^4}\left(e^{-\zeta y^2}-e^{-\eta y^2}\right)+\left(\frac{9A}{4y^2}+B+\bar Cy^2+\bar Ey^4\right)e^{-\lambda y^2}.\tag{3}$$

Every term is a power times a Gaussian, which is why (2) can be done in closed form. The integration below holds for any $\zeta\ge0$ and any values of $B$, $\bar C$, $\bar E$.

Q: That expression has $y^{-4}$ and $y^{-2}$ in it. A hole cannot diverge at the electron.

A: It does not. Put $v=y^2$ and expand the bracket before the outer Gaussian is applied. From $1-e^{-Av}=Av-A^2v^2/2+A^3v^3/6-\dots$ the first term is $-9A/(4v)+9A^2/8-3A^3v/8+\dots$. From $e^{-Dv}=1-Dv+D^2v^2/2-\dots$ the second is $9A/(4v)+(B-9AD/4)+(9AD^2/8-BD+\bar C)v+\dots$. The poles cancel. Multiplying by $e^{-\zeta v}=1-\zeta v+\dots$ gives $J=J_0+J_2y^2+\dots$ with

$$J_0=\frac{9A^2}{8}-\frac{9AD}{4}+B,\qquad J_2=-\frac{3A^3}{8}+\frac{9AD^2}{8}-BD+\bar C-\zeta J_0.\tag{4}$$

At $s=0$ the constants give $J_0=-0.5000002$ and $J_2=0.0999998$.

Q: Why should those be near $-1/2$ and $1/10$, and why $9/4$ in front of $y^{-4}$?

A: They copy the uniform gas. For plane waves filled up to $k_F$,

$$\gamma_\sigma(u)=\int_{k<k_F}\frac{d^3k}{(2\pi)^3}e^{i\mathbf k\cdot\mathbf u}=\frac{1}{2\pi^2u}\int_0^{k_F}k\sin(ku)\,dk=\frac{\sin y-y\cos y}{2\pi^2u^3}=\frac n2\,\frac{3j_1(y)}{y},$$

where $j_1(y)=(\sin y-y\cos y)/y^2$ and $n/2=k_F^3/(6\pi^2)$. Comparing the determinant energy with the hole formula, $n_x=-\sum_\sigma|\gamma_\sigma|^2/n$, so $J_{gas}=-\frac12(3j_1/y)^2$. At small $y$, $3j_1/y=1-y^2/10+\dots$, hence $J_{gas}=-\frac12+y^2/10+\dots$. At large $y$, use $(\sin y-y\cos y)^2=\frac12(1+y^2)+\frac12(y^2-1)\cos2y-y\sin2y$. Then $J_{gas}=-\frac92y^{-6}(\dots)$ has the leading non-oscillating part $-9/(4y^4)$, which is the tail of the model at $\zeta=0$. The model keeps the average tail and drops the oscillation.

With $J_0=-\frac12$ the term $-\zeta J_0=+\zeta/2$ in (4) cancels the $-\zeta/2$ in $\bar C$, so $J_2=\frac1{10}-s^2/[27(1+s^2/4)]$ whatever $\zeta$ is. The coefficient $-s^2/27$ is built in to match the curvature that the second-order gradient expansion gives for the system-averaged hole, and the denominator makes it saturate at large $s$. Nothing in the integration depends on that choice. The constants carry six digits, so $J_0=-\frac12$ and $J_2=\frac1{10}$ hold to about $2\times10^{-7}$ and not exactly.

## Normalization

Q: The $y^{-4}$ piece times $y^2$ still diverges at the origin for each exponential alone. How is (1) evaluated?

A: By keeping the difference together and writing it as an integral over the exponent. Since $\partial_t e^{-ty^2}=-y^2e^{-ty^2}$,

$$e^{-\zeta y^2}-e^{-\eta y^2}=y^2\int_\zeta^\eta e^{-ty^2}\,dt.\tag{5}$$

The integrand is positive, so the order of integration may be exchanged. With $\int_0^\infty e^{-ty^2}dy=\frac12\sqrt{\pi/t}$,

$$\int_0^\infty\frac{e^{-\zeta y^2}-e^{-\eta y^2}}{y^2}dy=\frac{\sqrt\pi}{2}\int_\zeta^\eta t^{-1/2}dt=\sqrt\pi\left(\sqrt\eta-\sqrt\zeta\right).\tag{6}$$

The other Gaussian moments follow by applying $-\partial_\lambda$ repeatedly to $\frac12\sqrt\pi\lambda^{-1/2}$: the integrals of $y^2,y^4,y^6,y^8$ times $e^{-\lambda y^2}$ are $\sqrt\pi$ times $\frac14\lambda^{-3/2}$, $\frac38\lambda^{-5/2}$, $\frac{15}{16}\lambda^{-7/2}$, $\frac{105}{32}\lambda^{-9/2}$. Equation (1), divided by $\sqrt\pi$, reads

$$-\frac94(\sqrt\eta-\sqrt\zeta)+\frac{9A}{8\lambda^{1/2}}+\frac{B}{4\lambda^{3/2}}+\frac{3\bar C}{8\lambda^{5/2}}+\frac{15\bar E}{16\lambda^{7/2}}=-\frac{3\sqrt\pi}{4}.$$

Multiply by $16\lambda^{7/2}/15$. The factors become $\frac{16}{15}\cdot\frac94=\frac{12}5$, $\frac{16}{15}\cdot\frac98=\frac65$, $\frac{16}{15}\cdot\frac14=\frac4{15}$, $\frac{16}{15}\cdot\frac38=\frac25$ and $\frac{16}{15}\cdot\frac34=\frac45$, so

$$\bar E=-\frac25\bar C\lambda-\frac4{15}B\lambda^2-\frac65A\lambda^3-\lambda^{7/2}\left[\frac45\sqrt\pi+\frac{12}5\left(\sqrt\zeta-\sqrt\eta\right)\right].\tag{7}$$

At $s=0$ this is $\bar E=-0.0477962$. Normalization is then exact for every $s$ and $\zeta$, independent of the rounding of the constants.

## The regular terms

Q: Now the screened integral. The error function is not elementary. Why should the result contain only roots and logarithms?

A: Because after one integration by parts only its derivative appears, and that is a Gaussian: $\frac{d}{dy}\operatorname{erfc}(\nu y)=-\frac{2\nu}{\sqrt\pi}e^{-\nu^2y^2}$. Define $I_p(\lambda)=\int_0^\infty y^pe^{-\lambda y^2}\operatorname{erfc}(\nu y)\,dy$. For $p=1$ the antiderivative of $ye^{-\lambda y^2}$ is $-e^{-\lambda y^2}/(2\lambda)$. The boundary term is $+1/(2\lambda)$ from $y=0$, where $\operatorname{erfc}=1$, and zero at infinity. The remaining term is minus the integral of the antiderivative times the derivative of erfc, a product of three minus signs:

$$I_1=\frac1{2\lambda}-\frac{1}{2\lambda}\frac{2\nu}{\sqrt\pi}\int_0^\infty e^{-(\lambda+\nu^2)y^2}dy=\frac{1-\chi}{2\lambda},\qquad \chi=\frac{\nu}{\sqrt{\lambda+\nu^2}}.\tag{8}$$

The variable $\chi$ runs from 0 at $\nu=0$ to 1 at $\nu\to\infty$. It compares the range of the interaction with the width of the Gaussian.

Each further factor $y^2$ is produced by $-\partial_\lambda$ at fixed $\nu$. We need $\partial_\lambda\chi=-\frac12\nu(\lambda+\nu^2)^{-3/2}=-\chi/[2(\lambda+\nu^2)]$. Since $1-\chi^2=\lambda/(\lambda+\nu^2)$, this is $\partial_\lambda\chi=-\chi(1-\chi^2)/(2\lambda)$. Then

$$I_3=-\partial_\lambda I_1=\frac{1-\chi}{2\lambda^2}+\frac{\partial_\lambda\chi}{2\lambda}=\frac{2-2\chi-\chi+\chi^3}{4\lambda^2}=\frac{2-3\chi+\chi^3}{4\lambda^2}.$$

For the next one, $-\partial_\lambda$ acting on $1/(4\lambda^2)$ gives $1/(2\lambda^3)$, and acting on the polynomial gives $-(-3+3\chi^2)\partial_\lambda\chi=-3\chi(1-\chi^2)^2/(2\lambda)$. Therefore

$$I_5=\frac{4(2-3\chi+\chi^3)-3\chi(1-2\chi^2+\chi^4)}{8\lambda^3}=\frac{8-15\chi+10\chi^3-3\chi^5}{8\lambda^3}.$$

At $\chi=0$ these reduce to the plain moments $1/(2\lambda)$, $1/(2\lambda^2)$, $1/\lambda^3$. The regular part of (2) is $-\frac89(BI_1+\bar CI_3+\bar EI_5)$, with prefactors $-\frac49$, $-\frac29$, $-\frac19$.

Q: Equation (7) makes $\bar E$ a function of $\lambda$. Does the differentiation not act on it?

A: No. The derivative is a device for evaluating the integrals $I_p$, in which $\lambda$ is a free parameter. The coefficients are attached afterwards.

## The singular terms

Q: That leaves the two pole terms, and the integrals $I_{-3}$ and $I_{-1}$ do not exist.

A: They do not, so the two terms must be kept together. Together the two terms contribute to (2), with $-\frac89\cdot(\mp\frac94)=\pm2$,

$$S=2\int_0^\infty\left[\frac{e^{-\zeta y^2}-e^{-\eta y^2}}{y^3}-\frac{A\,e^{-\lambda y^2}}{y}\right]\operatorname{erfc}(\nu y)\,dy .$$

Use (5) in the first term, and write $A=\eta-\zeta=\int_\zeta^\eta dt$ in the second. Both are then integrals over the same interval of $t$:

$$S=2\int_\zeta^\eta K(t)\,dt,\qquad K(t)=\int_0^\infty\frac{e^{-ty^2}-e^{-\lambda y^2}}{y}\operatorname{erfc}(\nu y)\,dy .$$

The integrand of $K$ vanishes linearly at $y=0$. It has one sign for $t<\lambda$ and the other for $t>\lambda$, so the exchange of order is justified on each of the two subintervals separately once the result is seen to be finite. Apply (5) again, now between $t$ and $\lambda$: the numerator is $y^2\int_t^\lambda e^{-\tau y^2}d\tau$, so $K(t)=\int_t^\lambda I_1(\tau)\,d\tau$.

Introduce $R_\tau=\sqrt{\tau+\nu^2}$. Then $\tau=R_\tau^2-\nu^2=(R_\tau-\nu)(R_\tau+\nu)$ and $1-\chi=(R_\tau-\nu)/R_\tau$, so (8) becomes $I_1(\tau)=1/[2R_\tau(R_\tau+\nu)]$. With $d\tau=2R\,dR$ the integrand is $dR/(R+\nu)$, and

$$K(t)=\ln\frac{\nu+R_\lambda}{\nu+R_t}.$$

For the last integration take $\ln(\nu+R_t)$ by parts. Its $t$ derivative is $1/[2R(R+\nu)]$, so

$$\int\ln(\nu+R_t)\,dt=t\ln(\nu+R_t)-\int\frac{(R-\nu)(R+\nu)}{2R(R+\nu)}\,2R\,dR=t\ln(\nu+R_t)-\frac{R_t^2}{2}+\nu R_t .$$

Between the limits, $R_\eta^2-R_\zeta^2=A$, and

$$S=2\left[A\ln(\nu+R_\lambda)-\eta\ln(\nu+R_\eta)+\zeta\ln(\nu+R_\zeta)+\frac A2-\nu(R_\eta-R_\zeta)\right].$$

Writing $A=\eta-\zeta$ in front of the first logarithm pairs the logarithms into ratios. Adding the regular part gives the closed form:

$$F=A-\frac{4B}{9\lambda}(1-\chi)-\frac{2\bar C}{9\lambda^2}(2-3\chi+\chi^3)-\frac{\bar E}{9\lambda^3}(8-15\chi+10\chi^3-3\chi^5)$$
$$\quad+\,2\nu(R_\zeta-R_\eta)+2\zeta\ln\frac{\nu+R_\zeta}{\nu+R_\lambda}-2\eta\ln\frac{\nu+R_\eta}{\nu+R_\lambda}.\tag{9}$$

Q: At $\zeta=0$ and $\nu=0$ the first logarithm has a zero argument.

A: There $K(t)=\frac12\ln(\lambda/t)$, which diverges at $t=0$ but is integrable, and $\zeta\ln\zeta\to0$. The term is zero. A program has to be told so.

## The limit $\omega\to0$

Q: The factor should reduce to a parent functional, PBE for instance, as $\omega\to0$. Does (9) show that?

A: Not by itself. At $\nu=0$, $\chi=0$ and $R_t=\sqrt t$, and $2\ln\sqrt{a/b}=\ln(a/b)$, so

$$F_0=A-\frac{4B}{9\lambda}-\frac{4\bar C}{9\lambda^2}-\frac{8\bar E}{9\lambda^3}+\zeta\ln\frac\zeta\lambda-\eta\ln\frac\eta\lambda.\tag{10}$$

This is a function of $s$ and $\zeta$ that knows nothing of PBE. At $s=0$ it gives $1.0000002$, the uniform-gas value to the accuracy of the constants. For $s>0$ it equals a chosen functional only because $\zeta(s)$ is adjusted to make it so. In this text $\zeta(s)$ is the root of $F_0(s,\zeta)=F_{PBE}(s)=1+\kappa-\kappa/(1+\mu s^2/\kappa)$ with $\kappa=0.804$ and $\mu=0.219515$. The published functional replaces the root by a rational fit for $H(s)$, and the limit is then met only to the accuracy of the fit. In the numerical check below the two versions differ in $F$ by at most $7.1\times10^{-5}$ at the points tested.

Equation (10) also shows how $\zeta$ behaves at small $s$. Through (7) the term $-8\bar E/(9\lambda^3)$ contains $\frac89\cdot\frac{12}5\sqrt{\lambda\zeta}=\frac{32}{15}\sqrt{\lambda\zeta}$, which dominates over $\zeta$ and $\zeta\ln\zeta$ as $\zeta\to0$. The explicit $s$ dependence enters through $\bar C$: the term $-4\bar C/(9\lambda^2)$ and the part $+16\bar C/(45\lambda^2)$ of $-8\bar E/(9\lambda^3)$ sum to $-4\bar C/(45\lambda^2)$, which contributes $4s^2/(1215D^2)\approx0.0089\,s^2$ at small $s$. A target that grows as $\mu s^2$ with $\mu$ larger than this, as PBE does, therefore needs $\sqrt\zeta\propto s^2$, that is $\zeta\propto s^4$, apart from the offset of $2\times10^{-7}$ at $s=0$.

Q: What is the first correction in $\omega$? I would expect it to depend on all the parameters.

A: It depends on none. Use $\operatorname{erfc}x=1-\frac2{\sqrt\pi}x+\frac{2}{3\sqrt\pi}x^3-\dots$ in (2). The linear term is $-\frac89\left(-\frac{2\nu}{\sqrt\pi}\right)\int y^2J\,dy$, and by (1) this is $\frac{16\nu}{9\sqrt\pi}\left(-\frac{3\pi}4\right)=-\frac{4\sqrt\pi}{3}\nu=-2.363272\,\nu$. Multiplying by $-3k_F/(4\pi)$ and using $\nu k_F=\omega$,

$$\varepsilon_x^{SR}=\varepsilon_x+\frac{\omega}{\sqrt\pi}+\dots$$

The physical reason is that the removed interaction $\operatorname{erf}(\omega u)/u$ is the constant $2\omega/\sqrt\pi$ over distances short compared with $1/\omega$. A hole of charge $-1$ that fits inside that range has the long-range energy $\frac12(-1)(2\omega/\sqrt\pi)$, whatever its shape. The exact hole obeys the same law.

Q: That argument did not use (9). Does the closed form reproduce the slope?

A: Yes. For $t>0$, $\ln(\nu+R_t)=\frac12\ln t+\operatorname{asinh}(\nu/\sqrt t)$, because $\operatorname{asinh}w=\ln(w+\sqrt{1+w^2})$. The $\frac12\ln t$ parts build the logarithms of (10). The $\lambda$ parts combine with coefficient $-2\zeta+2\eta=2A$. With $T(t)=2\nu R_t+2t\operatorname{asinh}(\nu/\sqrt t)$,

$$F-F_0=T(\zeta)-T(\eta)+2A\operatorname{asinh}\frac{\nu}{\sqrt\lambda}+\frac{4B}{9\lambda}\chi+\frac{2\bar C}{9\lambda^2}(3\chi-\chi^3)+\frac{\bar E}{9\lambda^3}(15\chi-10\chi^3+3\chi^5).$$

For $\zeta>0$ every term is odd in $\nu$. Expand with $R_t=\sqrt t+\nu^2/(2\sqrt t)+\dots$ and $\operatorname{asinh}w=w-w^3/6+\dots$, which gives $T(t)=4\sqrt t\,\nu+(1-\frac13)\nu^3/\sqrt t+\dots$, and with $\chi=w-w^3/2+\dots$ for $w=\nu/\sqrt\lambda$. The linear coefficient is

$$4(\sqrt\zeta-\sqrt\eta)+\frac{2A}{\lambda^{1/2}}+\frac{4B}{9\lambda^{3/2}}+\frac{2\bar C}{3\lambda^{5/2}}+\frac{5\bar E}{3\lambda^{7/2}} .$$

Multiplying (7) by $5/(3\lambda^{7/2})$ gives $-\frac23\bar C\lambda^{-5/2}-\frac49B\lambda^{-3/2}-2A\lambda^{-1/2}-\frac43\sqrt\pi-4(\sqrt\zeta-\sqrt\eta)$. Everything cancels except $-\frac43\sqrt\pi$.

For the cubic coefficient, $3\chi-\chi^3$ contributes $(-\frac32-1)w^3=-\frac52w^3$ and $15\chi-10\chi^3$ contributes $(-\frac{15}2-10)w^3=-\frac{35}2w^3$, so

$$c_3=\frac23\left(\zeta^{-1/2}-\eta^{-1/2}\right)-\frac{A}{3\lambda^{3/2}}-\frac{2B}{9\lambda^{5/2}}-\frac{5\bar C}{9\lambda^{7/2}}-\frac{35\bar E}{18\lambda^{9/2}} .$$

The erfc series gives $c_3=-\frac89\cdot\frac{2}{3\sqrt\pi}M_4=-16M_4/(27\sqrt\pi)$ with $M_4=\int y^4J\,dy$. From (3) and the Gaussian moments,

$$M_4=\sqrt\pi\left[-\frac98\left(\zeta^{-1/2}-\eta^{-1/2}\right)+\frac{9A}{16\lambda^{3/2}}+\frac{3B}{8\lambda^{5/2}}+\frac{15\bar C}{16\lambda^{7/2}}+\frac{105\bar E}{32\lambda^{9/2}}\right].$$

Multiplying the five coefficients by $-16/27$ gives $\frac23,-\frac13,-\frac29,-\frac59,-\frac{35}{18}$, as found from (9).

The closed form (9) has been derived from the model hole, and for $\zeta>0$ its expansion at small $\nu$ has been shown to have the universal slope $-\frac43\sqrt\pi$ and the cubic coefficient $c_3$. What remains is the range of validity of that expansion and the case $\zeta=0$, the limit $\omega\to\infty$, a worked example, and the conditions under which the result fails.

Numerical values quoted here were computed with a short program.
